# Why Knudsen diffusion between trench walls has no depth-independent diffusivity

## Cosine flights and the nonlocal flux law

Suppose that a diffusivity for a precursor gas is fitted to the flux reaching the floor of a trench 100 nm wide and 1 µm deep, and is then used for a trench of the same width that is 30 µm deep. In the model treated here, with the same gas and temperature, the predicted flux is too small by a factor of 2.4. Neither the gas nor the walls have changed. A smaller part of the error comes from the resistance of the trench ends, which the fit includes. The larger part comes from the assumption that a long channel has one diffusivity, fixed by its cross-section. For a tube this holds in the limit of great length, although the limit is approached slowly: a diffusivity fitted in the same way still lies about 5 % below it at a length of 100 radii and about 1 % below it at 600. For two parallel walls it fails at every depth, because the mean square length of a flight along the depth is infinite.

Let the walls be two parallel planes a distance $w$ apart. The coordinate $x$ runs down the trench and $y$ along it, and the trench is taken as infinite in $y$. The gas is so dilute that molecules collide only with the walls. A molecule that strikes a wall leaves it from the same place, with no memory of its arrival, by the cosine law: the probability of leaving into the solid angle $d\Omega$ at angle $\theta$ to the wall normal is $\cos\theta\,d\Omega/\pi$.

Every flight from one wall ends on the other. If its displacement parallel to the walls is $(x,y)$, its length is $r=\sqrt{w^2+x^2+y^2}$, and $\cos\theta=w/r$ at both ends. An area $dA$ of the opposite wall subtends the solid angle $\cos\theta\,dA/r^2$, so the probability per unit area of landing there is

$$
p(x,y)=\frac{\cos\theta}{\pi}\,\frac{\cos\theta}{r^2}=\frac{w^2}{\pi r^4}.
$$

With $\rho^2=x^2+y^2$, the total probability is $\int_0^\infty 2\rho w^2(w^2+\rho^2)^{-2}d\rho=1$, as it must be. The mean flight length is finite:

$$
\langle r\rangle=\int_0^\infty \frac{2\rho\,w^2}{(w^2+\rho^2)^{3/2}}\,d\rho=2w .
$$

The transport down the trench depends on $x$ alone, so $y$ is integrated out. Put $a^2=w^2+x^2$ and $y=a\tan\alpha$. Then

$$
\int_{-\infty}^{\infty}\frac{dy}{(a^2+y^2)^2}
=\frac1{a^3}\int_{-\pi/2}^{\pi/2}\cos^2\alpha\,d\alpha=\frac{\pi}{2a^3},
$$

and the density of the displacement along the depth is

$$
K(x)=\frac{w^2}{2(w^2+x^2)^{3/2}} .
$$

Its tail is $w^2/(2|x|^3)$. In the mean square the tail is multiplied by $x^2$, which leaves $w^2/(2|x|)$, and each decade of distance then contributes equally. To see this in full, count only flights with $|x|<R$. Since $x^2=(w^2+x^2)-w^2$ and $d(x/\sqrt{w^2+x^2})/dx=w^2/(w^2+x^2)^{3/2}$,

$$
\begin{aligned}
\langle x^2\rangle_R&=w^2\int_0^R\frac{x^2\,dx}{(w^2+x^2)^{3/2}}\\
&=w^2\left[\operatorname{arsinh}\frac Rw-\frac{R}{\sqrt{R^2+w^2}}\right]
\;\longrightarrow\; w^2\left[\ln\frac{2R}{w}-1\right]
\end{aligned}
$$

for $R\gg w$. The values at $R/w=10$, 100 and 1000 are 2.00, 4.30 and 6.60 in units of $w^2$. The last two differ by 2.30, which is $\ln 10$. Four million flights drawn at random from the cosine law gave 3.10 at $R=30w$, where the formula gives 3.095.

This mean square is the quantity that sets an ordinary diffusivity. Let $n(x)$ be the gas density and $\bar v$ the mean thermal speed, so that each wall receives $\Gamma=n\bar v/4$ molecules per unit area and time. In the steady state it emits as many. Consider the flights that cross the plane $x=0$, per unit length in $y$. A flight of displacement $s>0$ crosses the plane if it starts within a distance $s$ before it. Flights in the opposite sense run between the same pairs of points with the same probability. If $\Gamma$ has a constant slope $\Gamma'$, the two emission rates of such a pair differ by $-\Gamma's$, and the two walls together give the net flow

$$
J=2\int_0^\infty s\,K(s)\,(-\Gamma's)\,ds=-\Gamma'\langle x^2\rangle .
$$

Division by the open width $w$ gives the flux, and comparison with $-D\,dn/dx$ gives

$$
D=\frac{\bar v\,\langle x^2\rangle}{4w}.
$$

With an infinite mean square this local coefficient does not exist. Cutting the flights at $R$ gives a finite number, but a number that depends on $R$, and nothing in the cross-section of the trench supplies $R$.

A circular tube of radius $a$ shows that cosine emission alone is not to blame. Let a flight make the angle $\alpha$ with the axis, and let its projection on the cross-section make the angle $\beta$ with the inward normal. The projected chord is $2a\cos\beta$, so the axial displacement is $z=2a\cos\beta\cot\alpha$. The component of the direction along the normal is $\sin\alpha\cos\beta$, and the solid angle is $\sin\alpha\,d\alpha\,d\beta$. Hence

$$
\langle z^2\rangle=\frac{4a^2}{\pi}
\int_{-\pi/2}^{\pi/2}\cos^3\beta\,d\beta\int_0^\pi\cos^2\alpha\,d\alpha
=\frac{4a^2}{\pi}\cdot\frac43\cdot\frac\pi2=\frac{8a^2}{3}.
$$

The same count of crossings, with one wall of perimeter $2\pi a$ and an open area $\pi a^2$, gives $D=\bar v\langle z^2\rangle/(4a)=2a\bar v/3$, the Knudsen diffusivity of a tube. The difference is one of geometry. A long flight in a tube must be close to the axis in both transverse angles. Between parallel walls it need only be nearly parallel to the walls, while its direction within their plane is free. Long flights are therefore more probable, by one power of the distance.

The infinite mean square belongs to completed flights in an unbounded channel. It does not make any real flux infinite. To find what replaces Fick's law, consider a trench of finite depth $L$, with its mouth at $x=0$ and its floor at $x=L$. Gas enters the mouth uniformly and with the cosine distribution about the $x$ direction. The side walls consume nothing, and the floor consumes every molecule that reaches it. From here on lengths are measured in units of $w$, so that $K(x)=\tfrac12(1+x^2)^{-3/2}$. Let $f(x)$ be the impact rate on a side wall divided by the impact rate per unit area at the mouth. By symmetry it is the same on both walls.

A point on one wall receives molecules directly from the mouth, at a rate $g(x)$, and from the opposite wall:

$$
f(x)=g(x)+\int_0^L K(x-x')f(x')\,dx',\qquad 0<x<L .
$$

The direct part follows from a replacement of the mouth. Imagine the walls continued to $x<0$, all emitting at the rate 1. Walls that emit uniformly by the cosine law everywhere maintain a uniform isotropic gas. The molecules in such a gas that pass $x=0$ downwards last left a wall at $x<0$, and they arrive there exactly as the gas at the mouth does. Hence

$$
g(x)=\int_{-\infty}^0K(x-x')\,dx'=\frac12\left(1-\frac{x}{\sqrt{1+x^2}}\right).
$$

The floor returns nothing, so it may be replaced by continued walls that emit nothing. With $f=1$ for $x<0$ and $f=0$ for $x>L$, the balance takes the compact form

$$
f(x)=\int_{-\infty}^{\infty}K(x-x')f(x')\,dx',\qquad 0<x<L .
$$

Three properties of $f$ will be needed, and one argument gives them all. Let a bounded function $d$ satisfy $d=\int K d$ inside some interval no longer than $L$, and let $d\ge0$ outside it. Suppose that its lowest value inside, or the limit of its low values, were $-\mu<0$. A flight from inside the interval ends inside it again with a probability of at most some $\kappa<1$. Then $d(x)\ge-\kappa\mu$ throughout the interval, which contradicts the assumption. So $d\ge0$ everywhere.

Applied to $d=f$ and to $d=1-f$, this gives $0\le f\le1$. Applied to $d(x)=f(x)-f(x+h)$ with $h>0$, it shows that $f$ never increases with depth. Here the interval is $0<x<L-h$, on which both terms obey the balance. For $x<0$ the difference is $1-f(x+h)\ge0$, and for $x>L-h$ it is $f(x)\ge0$. If $h\ge L$ there is no interval left to consider. Finally, two solutions with the same outside values have a difference that is neither negative nor positive, so the solution is unique. Since $1-f(L-x)$ has the same outside values and obeys the same balance as $f(x)$,

$$
f(x)+f(L-x)=1 .
$$

Now count the flights through a plane at depth $c$. The net flow per unit length in $y$, with unit flow entering the mouth, is

$$
J(c)=2\int_{-\infty}^{c}dx'\int_c^\infty dx''\,K(x''-x')\,[f(x')-f(x'')].
$$

Differentiation with respect to both limits gives $dJ/dc=2\int K(c-x)[f(c)-f(x)]dx$, which is $2[f(c)-\int Kf]=0$ inside the trench. The flow is the same through every plane. At $c=L$ nothing returns from below, so this constant is $W$, the probability that an entering molecule reaches the floor.

Let $m=-df/dx\ge0$ be the downward gradient. It includes the sudden drops of $f$ at the mouth and at the floor, so that $\int m\,dx=1$. The difference $f(x')-f(x'')$ is the integral of $m(u)$ from $x'$ to $x''$. For a given $u$ at the distance $t=|c-u|$ from the plane, a flight contributes if it passes over both $u$ and $c$. A displacement $s>t$ does so from a range of starting points of length $s-t$. The weight of $m(u)$ is therefore

$$
\begin{aligned}
q(t)&=2\int_t^\infty(s-t)K(s)\,ds\\
&=\frac1{\sqrt{1+t^2}}-t\left(1-\frac{t}{\sqrt{1+t^2}}\right)=\sqrt{1+t^2}-t ,
\end{aligned}
$$

and the flux law is

$$
W=\int_0^L q(|x-x'|)\,m(x')\,dx'\qquad\text{for every }x\text{ in }[0,L].
$$

The flux at one depth thus depends on the gradient at all depths. Fick's law would follow if $q$ had a finite integral and $m$ changed little over its range. The flux would then be $m\int q\,dt$, and exchanging the order of integration shows that $\int q\,dt$ over all positive and negative distances is the mean square displacement. But $q=1/(\sqrt{1+t^2}+t)$ falls only as $1/(2t)$, and its integral grows as a logarithm.

## The fitted diffusivity and its growth with depth

The trench has wall spacing $w$, used as the unit of length, and depth $L$. Its side walls re-emit by the cosine law, and its floor absorbs every arriving molecule. The relative wall impact rate $f(x)$ falls from 1 above the mouth to 0 below the floor, never increases with depth, and obeys $f(x)+f(L-x)=1$. Its downward gradient $m\ge0$, end drops included, has the integral 1. The probability $W$ of reaching the floor satisfies $W=\int_0^L q(|x-x'|)m(x')dx'$ at every depth $x$, with $q(t)=\sqrt{1+t^2}-t$. The density of flight displacements is $K(x)=\tfrac12(1+x^2)^{-3/2}$, and $\bar v$ is the mean thermal speed.

A diffusivity is assigned to the trench by fitting Fick's law to its flux. If $n_0$ is the gas density outside, the flux entering the mouth is $n_0\bar v/4$ and the flux on the floor is $Wn_0\bar v/4$. A linear fall of density from $n_0$ to zero over the depth would give $Dn_0/L$. Hence, in ordinary units,

$$
D(L)=\frac{\bar vLW}{4}=\frac{\bar vw}{4}\left(\frac Lw\,W\right).
$$

This definition assigns the resistance of the ends to $D$ as well. In a channel with a local diffusivity that matters only at small depth, and $LW$ then approaches a constant. Here it does not, as a lower bound shows.

Integrate the flux law over $x$ from 0 to $L$. The left side becomes $LW$. On the right the gradient at $x'$ is weighted by $Q(x')=P(x')+P(L-x')$, where

$$
P(t)=\int_0^tq(s)\,ds=\frac12\left[\operatorname{arsinh}t+\frac{t}{t+\sqrt{1+t^2}}\right].
$$

Since $q$ decreases, $P$ is concave, and so is $Q$. A symmetric concave function is smallest at the ends of its interval, where $Q=P(L)$. As $m\ge0$ has unit integral,

$$
LW\ge P(L)\;\longrightarrow\;\tfrac12\ln(2L)+\tfrac14 .
$$

The right side grows without limit, so no constant can serve as the diffusivity of deep trenches. The bound does not give the rate of growth, for which an upper bound is needed.

For any gradient $m$ of unit integral, consider the quadratic form

$$
E[m]=\iint m(u)\,q(|u-v|)\,m(v)\,du\,dv=\iint K(x-x')[f(x)-f(x')]^2dx\,dx' .
$$

The two forms are equal because $[f(x)-f(x')]^2$ is a double integral of $m(u)m(v)$ between $x$ and $x'$, and the flights that pass over both $u$ and $v$ have the total weight $q(|u-v|)$. The second form shows that $E$ cannot be negative. For the true gradient, the flux law gives $E[m]=W\int m=W$. For a trial gradient $m+\delta$ with $\int\delta=0$,

$$
E[m+\delta]=W+2W\int\delta\,dx+E[\delta]=W+E[\delta]\ge W .
$$

The true profile thus has the smallest $E$. The trial $m=1/L$, a linear profile, gives

$$
\begin{aligned}
LW&\le\frac2L\int_0^L(L-t)q(t)\,dt\\
&=2P(L)-\frac{2}{3L}\left[(1+L^2)^{3/2}-1-L^3\right]
\;\longrightarrow\;\ln(2L)-\tfrac12 .
\end{aligned}
$$

In the limit, $2P(L)$ tends to $\ln(2L)+\tfrac12$, and the bracket tends to $3L/2$, so that the second term removes 1. Had the mean square displacement been finite, $q$ would have had a finite integral and this bound would have stayed finite.

For large $L$ the upper bound is also the leading behaviour. Write $\xi=x/L$, $m=\mu(\xi)/L$ and $\Lambda=\ln(2L)$. In the flux law, split $\mu(\xi')$ into $\mu(\xi)$ and the difference $\mu(\xi')-\mu(\xi)$. The first part is multiplied by $Q(x)$, which far from both ends tends to $\Lambda+\tfrac12+\tfrac12\ln[\xi(1-\xi)]$. In the second part the difference vanishes at short distance, so $q$ may be replaced by its tail. With $c(\xi)=1+\tfrac12\ln[\xi(1-\xi)]$,

$$
\begin{aligned}
LW&=\Lambda\mu+T\mu,\\
T\mu&=\left(c-\tfrac12\right)\mu+\frac12\int_0^1\frac{\mu(\xi')-\mu(\xi)}{|\xi'-\xi|}\,d\xi' .
\end{aligned}
$$

This is a formal expansion: it assumes that the layers within a few widths of the ends carry a share of the total drop that vanishes for deep trenches. Insert $\mu=1+\mu_1/\Lambda+\mu_2/\Lambda^2+\dots$, where each correction has zero mean, and $LW=\Lambda+a_0+a_1/\Lambda+a_2/\Lambda^2+\dots$

At order $\Lambda^0$, $a_0=\mu_1+c-\tfrac12$. Since $\int_0^1\ln\xi\,d\xi=-1$, the mean of $c$ is zero. Therefore $a_0=-\tfrac12$ and $\mu_1=-c$.

At the next order $a_1=\mu_2-Tc$. The operator $T$ is symmetric, so the mean of $Tc$ is the integral of $c$ times $T1=c-\tfrac12$. This gives $a_1=-C$ with $C=\int c^2d\xi$, and $\mu_2=Tc-C$. To evaluate $C$, use $\int\ln^2\xi\,d\xi=2$ and

$$
\int_0^1\ln\xi\,\ln(1-\xi)\,d\xi=\sum_{k=1}^\infty\frac1{k(k+1)^2}=2-\frac{\pi^2}{6},
$$

which follows from the power series of $\ln(1-\xi)$ and from partial fractions. Then

$$
C=1-2+\frac14\left(2+2+4-\frac{\pi^2}{3}\right)=1-\frac{\pi^2}{12}=0.1775 .
$$

At order $\Lambda^{-2}$, the mean of $a_2=\mu_3+T\mu_2$ is $\int(c-\tfrac12)\mu_2=\int c\,Tc$. Calling this $-B$ and symmetrizing the double integral,

$$
B=-\int_0^1c^2\left(c-\tfrac12\right)d\xi+\frac14\iint\frac{[c(\xi)-c(\xi')]^2}{|\xi-\xi'|}\,d\xi\,d\xi' .
$$

Numerical quadrature gives $B=0.586$. In ordinary units the result is

$$
D(L)=\frac{\bar vw}{4}\left[\Lambda-\frac12-\frac C\Lambda-\frac B{\Lambda^2}-\dots\right],\qquad \Lambda=\ln\frac{2L}{w}.
$$

The correction $\mu_1=-c$ also gives the shape of the profile. At mid-depth $c=1-\ln2=0.307$, so the gradient there is below its mean, while towards the ends $c$ is negative and the gradient is steeper. A plane in the middle is fed by gradients on both sides, and a plane near an end mostly by those on one side. Equal flux then requires a larger gradient near the ends.

At practical depths $\Lambda$ is only 3 to 6, and the series is of limited use. The wall balance was therefore solved directly, as linear equations on Gauss–Legendre points, six to each panel one width long:

| $L/w$ | $W$ | lower bound | $LW/w$ | upper bound |
|---:|---:|---:|---:|---:|
| 10 | 0.2406 | 1.75 | 2.41 | 2.56 |
| 50 | 0.0800 | 2.55 | 4.00 | 4.12 |
| 100 | 0.0471 | 2.90 | 4.71 | 4.80 |
| 300 | 0.0194 | 3.45 | 5.83 | 5.90 |

For $L/w=10$, following 200,000 random molecules from flight to flight gave $W=0.241$. The leading form $\ln(2L/w)-\tfrac12$ exceeds the solved $LW/w$ by 3.7 % at $L/w=10$ and by 1.1 % at 300. At $L/w=50$ it gives 4.105. The terms in $C$ and $B$ lower this to 4.04, still above the solved 4.00.

For an example in engineering units, take a trench 100 nm wide at 500 K, and a gas of molar mass 72 g/mol at 0.1 Torr. These are rough values for the deposition of alumina from trimethylaluminium. The mean speed is $\bar v=\sqrt{8k_BT/(\pi M)}=383$ m/s, where $M$ is the molecular mass, and the unrounded speed gives

$$
\frac{\bar vw}{4}=9.59\times10^{-6}\ \mathrm{m^2/s}=0.0959\ \mathrm{cm^2/s}.
$$

At a depth of 5 µm, $D=0.0959\times4.00=0.384$ cm²/s. At 1, 10 and 30 µm the fitted values are 0.231, 0.451 and 0.559 cm²/s. The ratio of the last to the first is the factor 2.4 of the opening. Part of it is due to the ends. If the resistance of a bare opening is subtracted, $W$ is replaced by $W/(1-W)$ in the fit, and the ratio becomes 1.9. Putting the hydraulic diameter $2w$ into the tube formula instead gives $2w\bar v/3=0.256$ cm²/s at every depth. At 5 µm the fitted value is 1.5 times as large. A fitted diffusivity can be carried to another trench under the assumptions made here if $L/w$ is kept, with $D$ scaled by $\bar vw$.

Reaction on the side walls is neglected here, and its effect can be large. Because $f(x)+f(L-x)=1$, the integral of $f$ is $L/2$, and the two walls together receive $L/w$ hits per entering molecule. That is 50 hits at 5 µm. If each hit consumes the molecule with probability $\sigma$, the re-emitted part in the wall balance is multiplied by $1-\sigma$. For $\sigma=0.001$ the solved $W$ falls by 19 %, and for $\sigma=0.01$ by 69 %, relative to non-reacting walls. The first loss is well above $50\times0.001=5$ %, because most entering molecules soon leave again through the mouth, while those that reach the floor make many more hits. If $N$ is their number of hits, $W$ is reduced by the factor $\langle(1-\sigma)^N\rangle\ge(1-\sigma)^{\langle N\rangle}$. The computed factor of 0.812 then requires $\langle N\rangle$ to be at least about 208. In a self-limiting process the model therefore describes walls that are already saturated, and fresh walls lie outside it.

Three other effects can be sized for the same trench. A film of 10 nm on each wall, at a fixed depth of 5 µm, lowers $D$ by about 15 %. The narrower gap alone would lower it by 20 %, and the larger $L/w$ gives part of this back. With a rough molecular diameter of 0.6 nm, the mean free path $k_BT/(\sqrt2\,\pi d^2p)$ is about 0.3 mm. A depth of 5 µm is less than 2 % of it, and a depth of 30 µm is about a tenth. Gas collisions thus begin to interrupt the longest flights in the deepest trench. This estimate is for the precursor alone at 0.1 Torr. In a nitrogen carrier at 1 Torr, with a molecular diameter of 0.37 nm for nitrogen, the mean free path of the precursor is only about 40 µm, and the neglect of gas collisions is then not justified at a depth of 30 µm. Even a depth of 5 µm is then about an eighth of the mean free path, and a correction of several per cent must be expected there. In a trench much deeper than the mean free path, gas collisions would cut off the logarithm, since flights weighted by an exponential in their length have a finite mean square. The finite length of the trench acts in the same way. For a trench 100 µm long, seen from its middle, the flights that would pass its ends carry 0.004 % of the mean square cut at a depth of 5 µm, and 0.5 % of that cut at 30 µm. The floor, too, is idealized: it consumes every molecule that reaches it, whereas a real precursor may react there with a much smaller probability. If the floor at 5 µm consumes only 1 % of the arriving molecules and re-emits the rest by the cosine law, about 0.9 % of the entering molecules are consumed there, instead of 8 %. The fitted $D$ therefore describes the passage to a fully absorbing floor and does not by itself give a growth rate. Surface migration, wall taper and roughness are left out and have not been sized.
